# Mesh error of exact exchange with a spherically truncated Coulomb kernel, part 3

Exact exchange is summed on a regular mesh of $N_k$ points with the Coulomb potential cut off at radius $R_c$; the question is the size of the error. Algebra is in atomic units, energies are per primitive cell (volume $\Omega$) and spin. The mesh supercell has volume $V=N_k\Omega$, lattice vectors $\mathbf T$ (shortest length $d$) and reciprocal vectors $\mathbf Q$; $\mathbf G$ are primitive reciprocal vectors. With density matrix $\rho$ and Bloch orbitals $\phi_{n\mathbf k}$,

$$E_\infty=-\frac12\int d^3s\,\frac{P(\mathbf s)}{s},\qquad P(\mathbf s)=\int_{\mathrm{cell}}d^3r\,|\rho(\mathbf r,\mathbf r+\mathbf s)|^2 .\tag{2}$$

$$E_N=-\frac1{2V}\sum_{\mathbf Q}v(Q)\,W(\mathbf Q).\tag{6}$$

$$W(\mathbf Q)=\frac1{N_k}\sum_{\mathbf k}\sum_{n,m\,\mathrm{occ}}\left|\int_{\mathrm{cell}}d^3r\,\phi^*_{m\mathbf k'}e^{i\mathbf Q\cdot\mathbf r}\phi_{n\mathbf k}\right|^2,\qquad \mathbf k'\equiv\mathbf k+\mathbf Q \pmod{\mathbf G}.\tag{5}$$

The kernel $v=v_c$ uses the angular integral $\int_{-1}^{1}d\mu\,e^{-iqs\mu}=2\sin(qs)/(qs)$, $\mu$ being the cosine of the polar angle:

$$v_c(q)=\frac{4\pi}{q}\int_0^{R_c}\sin(qs)\,ds=\frac{4\pi\,(1-\cos qR_c)}{q^2}.\tag{7}$$

$$v_c(q)=2\pi R_c^2\left(\frac{\sin y}{y}\right)^2,\qquad y=\frac{qR_c}{2}.\tag{8}$$

$$R_c=\left(\frac{3N_k\Omega}{4\pi}\right)^{1/3}.\tag{10}$$

The bare kernel without its $\mathbf Q=0$ term leaves a $1/L$ error (Section 2). The mesh average of $e^{i\mathbf k\cdot\mathbf R}$ vanishes unless the primitive vector $\mathbf R$ is a $\mathbf T$, so with twist $\boldsymbol\theta$

$$\rho_N(\mathbf r,\mathbf r')=\sum_{\mathbf T}e^{i\boldsymbol\theta\cdot\mathbf T}\rho(\mathbf r,\mathbf r'+\mathbf T),\tag{13}$$

and, with $P_N$ formed from $\rho_N$ as $P$ from $\rho$,

$$E_N=-\frac12\int_{s<R_c}d^3s\,\frac{P_N(\mathbf s)}{s}.\tag{11}$$

$$E_N-E_\infty=E_{\mathrm{tail}}-E_{\mathrm{image}}-E_{\mathrm{cross}},\tag{14}$$

$$E_{\mathrm{tail}}=\frac12\int_{s>R_c}\!\!d^3s\,\frac{P(\mathbf s)}s,\quad E_{\mathrm{image}}=\frac12\sum_{\mathbf T\ne0}\int_{s<R_c}\!\!d^3s\,\frac{P(\mathbf s+\mathbf T)}s,\quad E_{\mathrm{cross}}=\frac12\int_{s<R_c}\!\!d^3s\,\frac{C(\mathbf s)}s .$$

$C$ collects the products of different copies $\mathbf T\ne\mathbf T'$ in $P_N$ and averages to zero over $\boldsymbol\theta$. If $|\rho|\le Ae^{-\kappa s}$ and $R_c<d$, the guaranteed exponents of tail, cross and image are $2\kappa R_c$, $\kappa d$ and $2\kappa(d-R_c)$.

The model insulator has potential $-2V_1\sum_i\cos(2\pi x_i/a)$, $a=4$ Å, $V_1=2$ eV, one filled band, and an $n\times n\times n$ mesh: $L=d=na$, $R_c=cL$, $c=0.6204$. Its $E_\infty$ is $-5.046844$ eV. With $\cos ka=\Delta(E)$ in one dimension and $\Delta$ minimal at $E_*$ in the first gap,

$$\cosh\kappa a=-\Delta(E_*),\tag{20}$$

so $\kappa a=1.2970$, $\kappa=0.3242$ Å$^{-1}$. With one-dimensional hole $P_1(s)\simeq p(s)e^{-2\kappa s}/s$, $p$ of period $a$, and $K$ constant,

$$E_{\mathrm{image}}\simeq\frac{3\,\bar p(L-R_c)}{2\kappa\,R_c\,(L-R_c)}\,e^{-2\kappa(L-R_c)},\qquad\bar p(\ell)=2\kappa\int_0^\infty p(\ell+u)\,e^{-2\kappa u}du .\tag{24}$$

$$E_{\mathrm{tail}}\simeq\frac{3\,\bar p(R_c)}{2\kappa R_c^2}\,e^{-2\kappa R_c}\propto n^{-2}e^{-2c\kappa an}.\tag{25}$$

$$E_{\mathrm{cross}}\simeq K\,(-1)^n\,n^{-1/2}e^{-\kappa an}.\tag{26}$$

### The $4\times4\times4$ mesh

Here $L=16$ Å, $V=4096$ Å$^3$, $R_c=0.6204\times16=9.926$ Å and $L-R_c=6.074$ Å. The kernel at the origin, $2\pi R_c^2$ times the Coulomb constant, is $8913.5$ eV Å$^3$, and the $\mathbf Q=0$ term is $-8913.5/(2\times4096)=-1.08807$ eV, about a fifth of the energy. The full sum is $E_N=-0.18597387$ Ha $=-5.060607$ eV, so

$$E_N-E_\infty=-5.060607+5.046844=-0.01376\ \text{eV},$$

which is 0.27 % of $|E_\infty|$. The three terms give $0.246-4.169-9.839=-13.762$ meV. The exponents are $2\kappa R_c=2\times0.3242\times9.926=6.44$, $\kappa L=0.3242\times16=5.19$ and $2\kappa(L-R_c)=2\times0.3242\times6.074=3.94$. An estimate from the tail alone, $+0.246$ meV, has the wrong sign and is smaller than the error by a factor $13.762/0.246=56$.

With the bare kernel and $\mathbf Q=0$ dropped, the same sum has an error of $+1249$ meV at $n=4$, $+509.6$ meV at $n=10$ and $+424.95$ meV at $n=12$. The products with $n$ are $4996$, $5096$ and $5099$ meV, approaching a constant as the $1/L$ law of Section 2 requires.

### Dependence on the mesh

All entries are in meV per electron. The last column is the sum (6) minus $E_\infty$ for $n\le12$, and the combination (14) of the other columns for $n\ge14$.

| $n$ | tail | image | cross | $E_N-E_\infty$ |
|---|---|---|---|---|
| 2 | 26.2 | 92.2 | +163.2 | −229.3 |
| 3 | 1.43 | 25.13 | −32.68 | +8.97 |
| 4 | 0.246 | 4.169 | +9.839 | −13.762 |
| 6 | 3.00e−3 | 0.334 | +0.656 | −0.987 |
| 8 | 7.68e−5 | 2.25e−2 | +4.59e−2 | −6.84e−2 |
| 10 | 2.73e−6 | 1.47e−3 | +3.23e−3 | −4.69e−3 |
| 12 | 6.92e−8 | 1.69e−4 | +2.24e−4 | −3.94e−4 |
| 14 | 1.47e−9 | 2.30e−5 | +1.57e−5 | −3.87e−5 |
| 16 | 4.87e−11 | 2.25e−6 | +1.11e−6 | −3.36e−6 |
| 18 | 2.13e−12 | 1.79e−7 | +7.97e−8 | −2.59e−7 |

Least-squares lines through $\ln(n^2E_{\mathrm{tail}})$, $\ln(n^2E_{\mathrm{image}})$ and $\ln(n^{1/2}|E_{\mathrm{cross}}|)$ for even $n$ from 8 to 18 give decay rates per unit $n$ of $1.606$, $0.985$ and $1.287$. Equations (25), (24) and (26) give $1.2407\times1.2970=1.609$, $0.7593\times1.2970=0.985$ and $1.297$.

The term with the slowest exponent is not the largest over most of the table. The cross term exceeds the image term in magnitude up to $n=12$, by a factor near two for the even $n$ from $4$ to $10$, and the image term takes over between $n=12$ and $n=14$, where the total error is already below $10^{-3}$ meV. The powers are consistent with a late crossover: $(2c-1)\kappa a=1.2970-0.9848=0.312$, so the smooth part of the ratio of image to cross has its minimum near $n=1.5/0.312=4.8$ and rises slowly after it. The computed ratios for $n=4,6,\dots,14$ are $0.42$, $0.51$, $0.49$, $0.46$, $0.75$ and $1.46$; they do not rise evenly, and the place of the crossover also depends on $K$ and $\bar p$, which were not evaluated. In this model, over the range where the error is large enough to matter, image and cross terms are of comparable size and the tail is small from $n=3$ on. Removing the cross term by a twist average would change the $n=4$ error from $-13.76$ meV to $0.246-4.169=-3.92$ meV.

The cross term is positive for all even $n$ and negative for the single odd mesh, in line with $(-1)^n$ in (26). At $n=3$ it therefore opposes the image term, $1.426-25.130+32.676=+8.97$ meV, and the error is smaller in magnitude than at $n=4$. The convergence is not monotonic, and a small error at one odd mesh can be a cancellation. The alternation comes from the branch point lying at the zone boundary in this model and is not a general rule.

The image term does not fall evenly. The ratios of successive values from $n=8$ to $18$, formed from five-digit values, are $15.30$, $8.70$, $7.37$, $10.23$ and $12.53$. The smooth part of (24), $e^{2\times0.9848}(n+2)^2/n^2$, gives $11.20$, $10.32$, $9.76$, $9.36$ and $9.07$, and the quotients are $1.37$, $0.84$, $0.76$, $1.09$ and $1.38$. The argument of $\bar p$ advances by $0.7593$ periods per step, equivalent to $-0.24$, so $\bar p$ nearly repeats after four steps, as the quotients do. That $\bar p$ is the whole cause is a conjecture, since $\bar p$ was not evaluated separately. A rate taken from two neighbouring meshes is unreliable in either case.

## 9. Electron gas

### Tail

For a Fermi sphere of radius $k_F$ the angular integral of Section 3 gives

$$\rho(s)=\int_{k<k_F}\frac{d^3k}{(2\pi)^3}e^{-i\mathbf k\cdot\mathbf s}=\frac1{2\pi^2s}\int_0^{k_F}k\sin ks\,dk=\frac{\sin x-x\cos x}{2\pi^2s^3}=3n_\sigma\frac{j_1(x)}{x},$$

with $x=k_Fs$, $n_\sigma=k_F^3/6\pi^2$, $j_0=\sin x/x$ and $j_1=\sin x/x^2-\cos x/x$. Dividing (2) by the number $n_\sigma\Omega$ of electrons per cell,

$$\varepsilon_x=-\frac1{2n_\sigma}\int d^3s\,\frac{\rho^2}{s}=-\frac{18\pi n_\sigma}{k_F^2}\int_0^\infty\frac{j_1^2}{x}dx=-\frac{3k_F}{\pi}\int_0^\infty\frac{j_1^2}{x}dx .$$

Differentiating the explicit forms gives $j_0'=-j_1$ and $j_1'=\sin x/x+2\cos x/x^2-2\sin x/x^3=j_0-2j_1/x$. Then

$$\frac{d}{dx}\left(j_0^2+j_1^2\right)=-2j_0j_1+2j_1j_0-\frac{4j_1^2}{x}=-\frac{4j_1^2}{x},$$

so $\int_X^\infty j_1^2\,dx/x=\frac14\left[j_0^2(X)+j_1^2(X)\right]$. At $X=0$ the bracket is one, and $\varepsilon_x=-3k_F/4\pi$. At $X=k_FR_c$,

$$\frac{E_{\mathrm{tail}}}{|\varepsilon_x|}=j_0^2(X)+j_1^2(X)=\frac1{X^2}-\frac{\sin2X}{X^3}+\frac{\sin^2X}{X^4},\tag{27}$$

which is exact. The tail falls as $R_c^{-2}\propto N_k^{-2/3}$.

### Image term

Take a simple cubic supercell of edge $L$ and average over twists at fixed $k_F$, dividing the mean energy by the mean number of electrons. The cross term is then absent. From (14), with $u=|\mathbf s+\mathbf T|$,

$$\frac{E_{\mathrm{image}}}{|\varepsilon_x|}=\frac{9n_\sigma}{2}\,\frac{4\pi}{3k_F}\sum_{\mathbf T\ne0}\int_{s<R_c}\frac{d^3s}{s}\,\frac{j_1^2(k_Fu)}{k_F^2u^2}=\frac1\pi\sum_{\mathbf T\ne0}\int_{s<R_c}\frac{d^3s}{s}\,\frac{j_1^2(k_Fu)}{u^2},$$

because $(9n_\sigma/2)(4\pi/3k_F)=k_F^2/\pi$. At fixed $s$, $u^2=s^2+T^2+2sT\mu$ gives $d\mu=u\,du/sT$, so for any function $\Phi$,

$$\int_{s<R_c}\frac{d^3s}{s}\Phi(u)=\frac{2\pi}{T}\int_0^{R_c}ds\int_{T-s}^{T+s}u\,\Phi(u)\,du .\tag{28}$$

Squaring $j_1$ and using double angles,

$$j_1^2(x)=\frac1{2x^2}+\frac{\cos2x}{2x^2}-\frac{\sin2x}{x^3}+\frac{1-\cos2x}{2x^4}.$$

The first term gives $\Phi=u^{-4}$ with prefactor $1/2\pi k_F^2$. In (28) the inner integral is $\frac12\left[(T-s)^{-2}-(T+s)^{-2}\right]$, and

$$\frac\pi T\left[\frac1{T-R_c}-\frac1T+\frac1{T+R_c}-\frac1T\right]=\frac\pi T\left[\frac{2T}{T^2-R_c^2}-\frac2T\right]=\frac{2\pi R_c^2}{T^2(T^2-R_c^2)} .$$

For the second term, each of the two integrals in (28) runs over $\cos 2k_Fu$ times a smooth function, and integration by parts yields a factor $1/2k_F$ from each. The result is of order $k_F^{-2}T^{-4}$, against $R_c^2T^{-4}$ for the first term, hence smaller by $(k_FL)^{-2}$ and still summable over $\mathbf T$. The third term has one more power of $1/k_Fu$ besides, and the fourth is smaller than the first by $(k_Fu)^{-2}$. Therefore, for $R_c<d$,

$$\frac{E_{\mathrm{image}}}{|\varepsilon_x|}=\frac1{k_F^2}\sum_{\mathbf T\ne0}\frac{R_c^2}{T^2(T^2-R_c^2)}+O\!\left((k_FL)^{-4}\right).\tag{29}$$

With $\mathbf T=L\mathbf t$, $\mathbf t$ an integer vector, this is $\Sigma/(k_FL)^2$ with $\Sigma=\sum_{\mathbf t\neq0}c^2/[t^2(t^2-c^2)]$. The sum was taken directly over $t\le M=60$, and the rest was replaced by $\int_M^\infty4\pi c^2dt/(t^2-c^2)=2\pi c\ln[(M+c)/(M-c)]$, which gives $\Sigma=8.2277$. The tail coefficient is $1/c^2=2.5985$. The six nearest images alone contribute $6c^2/(1-c^2)=6\times0.3848/0.6152=3.75$, already more than the tail. To leading order, for the twist-averaged gas in a simple cubic cell,

$$\frac{E_N-\varepsilon_x}{|\varepsilon_x|}\simeq\frac{2.5985-8.2277}{(k_FL)^2}=-\frac{5.63}{(k_FL)^2}.\tag{30}$$

The energy is too negative. The periodic sum carries hole charge from large distances into the sphere, where it feels a stronger potential than it would at its true position. Equations (27) and (29) hold for a free radius $R<d$. As coefficients of $(k_FL)^{-2}$, the leading tail term $(L/R)^2$ falls from infinity as $R$ grows, while the image sum rises from zero and already exceeds it at $R=cL$, so the leading coefficient of the error vanishes at one radius below $cL$. The hole of a metal has no exponential scale, and no choice of supercell shape turns the power law into an exponential.

### Numbers

The reciprocal-space sum is finite here. The twist average turns the sum over $\mathbf k$ in (5) into an integral, and $W(q)$ per electron is the overlap volume of two Fermi spheres displaced by $q$, divided by the volume of one. The overlap consists of two caps of height $\eta=k_F-q/2$, each of volume $\pi\int_{k_F-\eta}^{k_F}(k_F^2-z^2)dz=\pi\eta^2(3k_F-\eta)/3$. Their sum is $\frac{2\pi}3(k_F-q/2)^2(2k_F+q/2)=\frac{2\pi}3\left(2k_F^3-\frac32k_F^2q+\frac18q^3\right)$. Dividing by $\frac43\pi k_F^3$,

$$W(q)=1-\frac{3q}{4k_F}+\frac{q^3}{16k_F^3}\quad(q<2k_F),\qquad W=0\quad(q\geq2k_F).$$

Equation (6) is then a sum over the points $\mathbf Q=2\pi\mathbf m/L$ inside the sphere of radius $2k_F$.

Take the round value $k_F=1.5$ Å$^{-1}$, for which $\varepsilon_x=-0.189498$ Ha $=-5.15649$ eV. For $L=40$ Å, $k_FL=60$, $R_c=24.814$ Å and $X=37.221$. The leading tail is $5156.49/37.221^2=3.722$ meV. With $\sin2X=-0.817$ the second term of (27) multiplies it by $1+0.817/37.221=1.0219$, and the full expression gives $3.8043$ meV. The image term is $8.2277\times5156.49/3600=11.7851$ meV. Their difference is $-7.9808$ meV, and the finite sum over $\mathbf Q$ minus $\varepsilon_x$ is $-7.9846$ meV, which is 0.15 % of $|\varepsilon_x|$. For $L=80$ Å the values are $0.9424-2.9463=-2.0039$ meV and $-2.0049$ meV. Doubling $L$ divides the error by $7.9846/2.0049=3.98$.

The remainders, $-0.0038$ and $-0.0010$ meV, are each about 0.05 % of the error. They fall by about four, where a smooth $(k_FL)^{-4}$ law would give sixteen. In units of $|\varepsilon_x|/(k_FL)^4$ they are about $-10$ and $-40$. The coefficient of the $O((k_FL)^{-4})$ term in (29) contains oscillating functions of $2k_F(T\pm R_c)$ and $2k_FT$, so it need not be equal at two sizes, and two values cannot fix the power.

For a metal on a single mesh the cross terms are present. Each is a product of two amplitudes falling as $s^{-2}$, their sum over $\mathbf T$ does not converge absolutely, and it depends on which mesh points lie inside the Fermi surface. Equation (30) makes no statement about that case.

## 10. Implementation

**Kernel.** Use the form (8), with $v_c(0)=2\pi R_c^2$, for every $\mathbf Q=\mathbf k'-\mathbf k+\mathbf G$. The form (7) loses digits to cancellation in $1-\cos qR_c$ when $qR_c\ll1$. On a regular mesh of a compact supercell that case arises only when rounding leaves a $\mathbf Q$ that should vanish slightly different from zero, and (8) handles it if $\sin y/y$ is evaluated with its limit. The pair overlaps in (5) have Fourier components up to twice the radius of the orbital basis, and the sum over $\mathbf Q$ must extend until $W$ is negligible.

**Radius.** $N_k$ in (10) counts the full mesh, before any reduction by symmetry. If the differences $\mathbf k'-\mathbf k$ run over a coarser regular mesh than $\mathbf k$, the fine mesh splits into shifted copies of the coarse one and the energy is an average of (11) over a discrete set of twists. The supercell, $V$, $d$ and $R_c$ are then those of the coarse mesh. Tail and image terms are those of the coarse mesh too, and of the cross terms only pairs with $\mathbf T-\mathbf T'$ in the superlattice of the fine mesh survive, by the argument that led to (13).

**Mesh shape.** Compute $d$ from the supercell vectors and form $R_c/d$. The closer it is to $1/2$, the larger the image exponent. If it approaches one, as it does for a mesh that is short in one direction, the spherical cut is unsuitable. For anisotropic decay $e^{-\nu(\mathbf s)}$ with $\nu$ a norm, the triangle inequality gives the cross exponent $\nu(\mathbf T)$, the decay constant along $\mathbf T$ times $T$, minimized over the superlattice. The image exponent is $2\min_{s\le R_c}\nu(\mathbf s+\mathbf T)$, again minimized over $\mathbf T\ne0$. It equals twice the decay constant along $\mathbf T$ times $T-R_c$ when the minimum falls on the pole of the sphere facing the copy, as in Section 8, and it is smaller when the copy reaches the sphere more easily along a direction of slower decay.

**Convergence in an insulator.** The guaranteed exponent is $2\kappa(d-R_c)$, with $\kappa$ obtained from the decay of $\rho$ or from the complex band structure. The observed rate at a finite mesh can lie nearer $\kappa d$, as in Section 8. Several meshes, of both parities, are needed before a rate is fitted. As the first gap of the one-dimensional band closes, the minimum of $\Delta$ in (20) approaches $-1$ and $\kappa\to0$. An indirect gap can close at finite $\kappa$: in the model of Section 8 the three-dimensional gap is the one-dimensional gap minus twice the band width, and it vanishes while the one-dimensional gap is still open. In any case, for $\kappa d\lesssim1$ the exponentials do not separate the terms.

**Scope.** Equation (14) compares exchange energies built from one fixed projector. In a self-consistent Hartree–Fock or hybrid calculation the total energy is stationary in the orbitals, so its first-order error is (14), times the fraction of exact exchange, plus the mesh errors of the other terms, all evaluated with the converged orbitals of the infinite crystal. Relaxation adds a shift to the total energy that is of second order in the change of the exchange operator, while the exchange part taken alone shifts at first order in the change of the orbitals. The kernel of that operator, $\rho_Nv_c$, is linear in the density matrix, and by (13) its error inside the sphere is bounded by a multiple of $e^{-\kappa(d-R_c)}/s$. The square carries the exponent $2\kappa(d-R_c)$ of the image term, so the relaxation shift is not shown here to be small compared with (14). One-body terms are linear in $\rho_N$, and by (13) their mesh error is set by $\rho(\mathbf r,\mathbf r+\mathbf T)$ and bounded by a multiple of $e^{-\kappa d}$, the exponent of the cross term. The derivation covers the energy of the occupied states and gives no error law for individual band energies.
